# Third-order response of vibrational polaritons: harmonic cancellation and anharmonic signals

## What has to be supplied to the calculation

Before computing a pump–probe or two-dimensional infrared spectrum of vibrational polaritons, one must decide which molecular data to supply beyond the frequency and the collective coupling. For a given cavity and given linewidths, these two fix the linear spectrum, but with them alone the third-order signal is zero. The first overtone energy and the dipole matrix element from the first to the second vibrational level are also needed. An error in either can change the sign of the signal, because their contributions can oppose each other.

A harmonic potential alone does not guarantee cancellation. It is guaranteed when the dipole is also linear in the vibrational coordinate, so that the whole Hamiltonian is quadratic. Even then the individual pathways remain finite; it is their signed sum that vanishes.

## Model and conventions

Set $\hbar=1$ and measure energies in $\mathrm{cm}^{-1}$. One cavity mode $a$ of frequency $\omega_c$ couples to $N$ identical molecular modes $b_n$ of frequency $\omega_v$. In the rotating-wave approximation

$$H=\omega_c a^\dagger a+\sum_n\Big[\omega_v b_n^\dagger b_n-\frac{\Delta}{2}b_n^{\dagger2}b_n^2\Big]+\frac{g}{\sqrt N}\sum_n(a^\dagger B_n+B_n^\dagger a),$$

$$B_n=b_n+\eta\,b_n^\dagger b_n^2 .$$

The collective coupling $g$ is held fixed when $N$ changes. Since $b^{\dagger2}b^2|2\rangle=2|2\rangle$, the second level lies at $2\omega_v-\Delta$, so $\Delta=\omega_{01}-\omega_{12}$ is the mechanical anharmonicity. Since $b|2\rangle$ and $b^\dagger b^2|2\rangle$ both equal $\sqrt2\,|1\rangle$,

$$1+\eta=\frac{\mu_{12}}{\sqrt2\,\mu_{01}},$$

which defines the electrical anharmonicity $\eta$. Third order from the ground state needs no molecular level above the second, so computed values of $\omega_{01},\omega_{12},\mu_{01},\mu_{12}$ are enough to fix $\Delta$ and $\eta$. The sign of $\mu_{12}/\mu_{01}$ needs care, because computed eigenvectors have arbitrary signs. Choose them so that the matrix elements $\langle0|q|1\rangle$ and $\langle1|q|2\rangle$ of the vibrational coordinate $q$ are both positive, as they are for $q=b+b^\dagger$. Otherwise a harmonic molecule with a linear dipole could be assigned $\eta=-2$ instead of zero.

For harmonic wavefunctions and a dipole $c_1q+c_3q^3$ with $q=b+b^\dagger$, normal ordering gives $q^3={:}q^3{:}+3q$. The part that lowers by one quantum is $(c_1+3c_3)b+3c_3b^\dagger b^2$, hence

$$\eta=\frac{3c_3}{c_1+3c_3}.$$

For anharmonic wavefunctions the matrix-element definition applies instead, because the potential then also changes $\mu_{12}/\mu_{01}$. A Morse oscillator with $\omega_{01}=2000$ and $\Delta=16\ \mathrm{cm}^{-1}$ and a linear dipole has $\eta\approx+0.002$. "Mechanical anharmonicity alone" below means $\eta=0$; this small $\eta$ would move the real part of the kernel at $3900\ \mathrm{cm}^{-1}$ in the worked example from $-19.0$ to $-19.5\ \mathrm{cm}^{-1}$.

Light enters and is detected through the cavity: $H_d=f(t)a^\dagger+f^*(t)a$, and the signal is $\langle a\rangle$ at third order in $f$. Zero-temperature energy loss has rate $\kappa$ for the cavity and $\gamma$ for each molecule, with jump operators $a$ and $b_n$. One-quantum amplitudes then evolve with

$$\tilde\omega_c=\omega_c-i\kappa/2,\qquad \tilde\omega_v=\omega_v-i\gamma/2 .$$

Disorder, the dipole self-energy and direct driving of the molecules are left out.

## Why the harmonic response vanishes

Let $\Delta=\eta=0$. The Heisenberg equations are linear, so without loss $a(t)$ is a linear combination of $a$ and the $b_n$, and

$$[a(t),a^\dagger(t')]=G(t-t'),\qquad G(t)=\langle0|a\,e^{-iHt}a^\dagger|0\rangle$$

is a number. The third-order response contains a triple commutator whose innermost member is such a number. The next commutator is therefore zero. This is an operator identity, so it holds for any initial state.

Loss does not change the conclusion. The damping terms add $-\kappa/2$ and $-\gamma/2$ to the equations for $\langle a\rangle$ and $\langle b_n\rangle$. White frequency noise, with jump operator $b^\dagger b$, adds a multiple of $-\frac12[b^\dagger b,[b^\dagger b,b]]=-\frac12b$. The mean amplitudes still obey linear equations with source $f$, and no term cubic in $f$ can arise.

### The pathways one by one

Each pulse contributes $-i$ when it acts on the ket and $+i$ when it acts on the bra. In the rephasing order the first pulse acts through $a$, the next two through $a^\dagger$. Starting from the ground state, the first must act on the bra. Three pathways follow:

- Ground-state bleach (GSB): the second pulse returns the bra to the ground state and the third raises the ket. The sign factor is $(i)(i)(-i)=i$.
- Stimulated emission (SE): the second pulse raises the ket and the third lowers the bra. The factor is $(i)(-i)(i)=i$.
- Excited-state absorption (ESA): both later pulses raise the ket. The factor is $(i)(-i)(-i)=-i$.

Thus $R=i(\mathrm{GSB}+\mathrm{SE}-\mathrm{ESA})$. With delays $t_1,t_2,t_3$ and no loss,

$$\mathrm{GSB}=G(t_3)G^*(t_1),\qquad \mathrm{SE}=G(t_2+t_3)G^*(t_1+t_2),$$

$$\mathrm{ESA}=\langle0|a(0)\,a(t_1+t_2+t_3)\,a^\dagger(t_1+t_2)\,a^\dagger(t_1)|0\rangle .$$

In the harmonic case, move the annihilation operators to the right. Each must be paired with one creation operator, and there are two pairings:

$$\mathrm{ESA}=G(t_3)G(-t_1)+G(t_2+t_3)G(-t_1-t_2).$$

Because $G(-t)=G^*(t)$, this equals $\mathrm{GSB}+\mathrm{SE}$.

The non-rephasing order $a^\dagger,a,a^\dagger$ has the same signs. Its ESA gives $G(t_3)G(t_1)+G(t_1+t_2+t_3)G^*(t_2)$, again bleach plus emission. The order $a^\dagger,a^\dagger,a$ has two pathways of opposite sign, differing only in the order of $a(t_1+t_2)$ and $a(t_1+t_2+t_3)$. These operators commute in the harmonic case, so the pathways cancel.

For $N=3$ without loss, delays of 0.3, 0.5 and 0.4 ps, and the phase at $\omega_v$ removed, the harmonic values are

$$0.7704-0.1831-0.5873=0 .$$

With $\Delta=16\ \mathrm{cm}^{-1}$ and $\eta=-0.04$, GSB and SE are unchanged, since they involve at most one quantum. ESA becomes $0.6218+0.0483i$, leaving a sum of magnitude $0.059$. The signal is a small difference between large pathways.

### Loss must refill the lower states

If loss removes population without placing it in the lower state, the cancellation fails. After two rephasing pulses, the bleach pathway carries ground-state population with factor $(i)(i)=-1$, while the excited population has factor $(i)(-i)=+1$. When the excited population decays, it must refill this hole. Likewise, a coherence between two and one quanta must feed that between one and zero.

At the same delays, with $\kappa=12$ and $\gamma=4\ \mathrm{cm}^{-1}$, omitting the refilling gives a false harmonic response of $0.31$. The correct anharmonic rephasing response is $0.012$. Decay factors attached separately to each pathway are therefore unsafe here.

## The source of the anharmonic signal

Write $c_0=a$ and $c_n=b_n$. Separate $H$ into its quadratic part and

$$V=\sum_n\Big[-\frac\Delta2b_n^{\dagger2}b_n^2+\frac{g\eta}{\sqrt N}(a^\dagger b_n^\dagger b_n^2+b_n^{\dagger2}b_na)\Big].$$

Let $\tilde h$ be the one-quantum matrix including loss, and $\psi_i=\langle c_i\rangle$. Then

$$i\dot\psi_i=\sum_j\tilde h_{ij}\psi_j+f\delta_{i0}+\langle[c_i,V]\rangle .$$

From the vacuum, a normally ordered moment with $m$ creation and $n$ annihilation operators first appears at order $m+n$ in the field. Loss merely damps it. The interaction couples it to moments with the same $m,n$ or to larger ones of higher order. Hence at lowest order the creation and annihilation parts evolve independently. The product of their separate moments obeys the same equation and initial condition as the joint moment, so

$$\langle c_j^\dagger c_kc_l\rangle^{(3)}=\psi_j^{(1)*}\langle c_kc_l\rangle^{(2)} .$$

Frequency noise would correlate the two parts, so this factorization is restricted to the stated energy loss.

Let $|\Phi\rangle$ be the two-quantum vector with $\langle0|c_kc_l|\Phi\rangle=\langle c_kc_l\rangle^{(2)}$. Writing $V=\frac12\sum V_{ij,kl}c_i^\dagger c_j^\dagger c_kc_l$, with $V_{ij,kl}=V_{ji,kl}$, gives $[c_i,V]=\sum V_{ij,kl}c_j^\dagger c_kc_l$. The third-order source is therefore

$$J_i=\sum_j\psi_j^{(1)*}\langle0|c_jc_iV|\Phi\rangle .$$

Take three distinct beams with $f=\sum_jf_je^{-i\omega_jt}$, and select the output

$$\omega_s=\omega_2+\omega_3-\omega_1,\qquad E=\omega_2+\omega_3 .$$

Let $\psi_j^\dagger$ create the linear amplitudes of beam $j$ for unit drive. Without $V$ the two-photon state, per $f_2f_3$, is $|\Phi_0\rangle=\psi_2^\dagger\psi_3^\dagger|0\rangle$. With $V$ and the free two-quantum resolvent $G_0(E)$,

$$|\Phi\rangle=|\Phi_0\rangle+G_0V|\Phi\rangle,\qquad V|\Phi\rangle=T|\Phi_0\rangle,\qquad T=V(1-G_0V)^{-1}.$$

The source $J$ finally propagates to the cavity through $(\omega_s-\tilde h)^{-1}$. Since $\tilde h$ is symmetric, this row of the resolvent equals the unit-drive amplitudes at $\omega_s$. The result is $a^{(3)}=\chi f_1^*f_2f_3$. If beams 2 and 3 are one and the same field, the two-photon state carries a factor $1/2$, and so does the signal.

## Reduction to a two-by-two matrix

The unit-drive equations are

$$(\omega-\tilde\omega_c)A-gB=1,\qquad(\omega-\tilde\omega_v)B=gA,$$

where $A$ is the cavity amplitude and $B$ the collective vibrational one; each molecule has amplitude $B/\sqrt N$. Hence

$$B(\omega)=\frac{g}{(\omega-\tilde\omega_c)(\omega-\tilde\omega_v)-g^2}.$$

The interaction acts within the pair states $|2_n\rangle$ and $|1_c,1_n\rangle$. Cavity driving is the same for all molecules, so the symmetric combinations suffice:

$$|D\rangle=N^{-1/2}\sum_n|2_n\rangle,\qquad |C\rangle=N^{-1/2}\sum_n|1_c,1_n\rangle .$$

In this basis

$$W=\begin{pmatrix}-\Delta&v\\v&0\end{pmatrix},\qquad v=\frac{\sqrt2\,g\eta}{\sqrt N}.$$

The incoming and outgoing vectors are

$$r=\Big(\sqrt{\tfrac2N}B_2B_3,\;A_2B_3+A_3B_2\Big),\quad l=\Big(\sqrt{\tfrac2N}B_sB_1^*,\;A_sB_1^*+A_1^*B_s\Big),$$

and $\chi=l^{\mathsf T}W(1-G_0W)^{-1}r$, without complex conjugation of $l$.

To obtain $G_0$, invert $E-M$ in the basis of two photons, one photon plus one bright vibration, and two bright vibrations:

$$M=\begin{pmatrix}2\tilde\omega_c&\sqrt2g&0\\\sqrt2g&\tilde\omega_c+\tilde\omega_v&\sqrt2g\\0&\sqrt2g&2\tilde\omega_v\end{pmatrix}.$$

Call the inverse $K$. The state $|D\rangle$ overlaps the two-bright-vibration state by $1/\sqrt N$; the rest consists of dark pairs at energy $2\tilde\omega_v$. Therefore

$$(G_0)_{DD}=\frac{K_{33}}N+\frac{1-1/N}{x},\quad (G_0)_{DC}=\frac{K_{32}}{\sqrt N},\quad (G_0)_{CC}=K_{22},$$

with $x=E-2\omega_v+i\gamma$. This form holds for every $N$ in the model. It agrees with a full Liouville-space calculation for $N=1,2,3$ to a relative deviation below $10^{-8}$.

## Closed result for many molecules

At large $N$, $(G_0)_{DD}\to1/x$, while $v$ and $(G_0)_{DC}$ scale as $N^{-1/2}$. Keep the leading term of each element of $T=W+WG_0T$:

$$T_{DD}=-\Delta-\frac\Delta xT_{DD},\qquad T_{DC}=v-\frac\Delta xT_{DC},\qquad T_{CC}=\frac vxT_{DC}.$$

Their solutions are

$$T_{DD}=-\frac{\Delta x}{x+\Delta},\qquad T_{DC}=\frac{vx}{x+\Delta},\qquad T_{CC}=\frac{v^2}{x+\Delta}.$$

All three contribute to $\chi$ at order $1/N$, so the term quadratic in $\eta$ may not be dropped on grounds of large $N$. Define $S=B_2B_3$, $S'=B_sB_1^*$, $P=A_2B_3+A_3B_2$ and $P'=A_sB_1^*+A_1^*B_s$. Then

$$\chi=\frac2N\,\frac{-\Delta xS'S+g\eta x(S'P+P'S)+g^2\eta^2P'P}{x+\Delta}.$$

The molecular amplitude equation removes the cavity amplitudes:

$$gP=(\omega_2+\omega_3-2\tilde\omega_v)S=xS,$$

$$gP'=(\omega_s+\omega_1-\tilde\omega_v-\tilde\omega_v^*)S'=yS',\qquad y=E-2\omega_v=x-i\gamma .$$

The loss cancels in the second line because one amplitude is conjugated. Substitution gives

$$\boxed{\chi=\frac2N B(\omega_s)B^*(\omega_1)B(\omega_2)B(\omega_3)F(E)}$$

$$F=\frac{x[-\Delta+\eta x+\eta(1+\eta)y]}{x+\Delta}
=x\left[\frac{(1+\eta)(x+\eta y)}{x+\Delta}-1\right].$$

The four factors $B$ contain the polariton resonances; $F$ contains the molecular nonlinearity. The final $-1$ subtracts the harmonic reference. For pulses with $\hat f(\omega)=\int dt\,e^{i\omega t}f(t)$, the output is

$$\hat a^{(3)}(\omega_s)=\int\!\!\int\frac{d\omega_2d\omega_3}{(2\pi)^2}\chi\,\hat f_1^*(\omega_2+\omega_3-\omega_s)\hat f_2(\omega_2)\hat f_3(\omega_3).$$

At fixed $g$, the ratio of third-order to linear amplitude scales as $|f|^2/N$.

## What each anharmonicity does

For mechanical anharmonicity alone,

$$F=-\frac{\Delta x}{x+\Delta}.$$

There is a pole at $E=2\omega_v-\Delta-i\gamma$, the molecular overtone. When cavity and vibration are resonant, the energies of the two polaritons add to about $2\omega_v$, which lies $\Delta$ above the real part of this pole.

For electrical anharmonicity alone,

$$F=\eta(2+\eta)y+i\eta\gamma .$$

This is a straight line in $E$, without an overtone pole. Its real part changes sign at $2\omega_v$.

When $|\eta|\ll1$ and $|\Delta|\ll|x|$, the two add:

$$F\simeq-\Delta+2\eta(E-2\omega_v)+i\eta\gamma .$$

The second condition is severe near $E=2\omega_v$, where it requires $\Delta\ll\gamma$. With $\Delta=16$ and $\gamma=4\ \mathrm{cm}^{-1}$, the linear formula gives $-16\ \mathrm{cm}^{-1}$ there for mechanical anharmonicity, whereas the full kernel gives $-0.94-3.76i\ \mathrm{cm}^{-1}$.

At $\eta=-1$ the transition from the first to the second level is dark. The numerator factor $1+\eta$ vanishes and $F=-x$, independent of $\Delta$. This is the two-level limit: the response remains finite because a two-level molecule saturates.

## Worked example and energy shifts

Take round model parameters $\omega_v=\omega_c=2000$, $g=50$, $\Delta=16$, $\kappa=12$, $\gamma=4\ \mathrm{cm}^{-1}$ and $\eta=-0.04$. The polaritons lie near 1950 and 2050 $\mathrm{cm}^{-1}$. The kernel, in $\mathrm{cm}^{-1}$, is:

| $E$ | mechanical | electrical | both |
|---|---|---|---|
| 3900 | $-19.0-0.1i$ | $7.8-0.2i$ | $-9.7-0.3i$ |
| 3984 | $-16.0-64.0i$ | $1.3-0.2i$ | $-14.1-59.1i$ |
| 4100 | $-13.8-0.1i$ | $-7.8-0.2i$ | $-20.6-0.3i$ |

At two lower polaritons the contributions oppose each other; at two upper polaritons they reinforce. Their sum at 3900 is $-11.2$, not $-9.7$, in the real part: the terms containing both $\Delta$ and $\eta$ are visible at these modest values.

For all fields at 1950 $\mathrm{cm}^{-1}$, the denominator of $B$ is

$$(-50+6i)(-50+2i)-2500=-12-400i,$$

so $|B|=50/400.2=0.1249$. With $|F|=9.71$,

$$N|\chi|=2(0.1249)^4(9.71)\ \mathrm{cm}^3\simeq4.73\times10^{-3}\ \mathrm{cm}^3 .$$

The unit follows from a dimensionless $a^{(3)}$ and drives in $\mathrm{cm}^{-1}$. The finite-$N$ formula gives $4.44\times10^{-3}$ at $N=1$ and $4.72\times10^{-3}$ at $N=10$. At this frequency the ten-molecule magnitude thus differs from the large-$N$ one by about 0.3% of the latter. This holds for the magnitude only. The leading $1/N$ correction comes from the pole of $K$ at two lower polaritons, whose damping is $(\kappa+\gamma)/2=8\ \mathrm{cm}^{-1}$. It multiplies $\chi$ by about $1+\delta E/(8i\ \mathrm{cm}^{-1})$, with the shift $\delta E\approx-2.4\ \mathrm{cm}^{-1}/N$ derived next. This is almost purely a phase, about $0.03$ rad at $N=10$, so the complex amplitude deviates by about 3% of the limit.

The same kernel gives energy shifts without loss. At resonance a polariton has vibrational weight $\beta^2=1/2$. The state $(P^\dagger)^2|0\rangle/\sqrt2$, where $P^\dagger$ creates the polariton, supplies a factor $1/2$ relative to $\chi$. To leading order in $1/N$,

$$\delta E=\frac12\,\frac2N\,\beta^4F=\frac{F}{4N},\qquad x=y=\mp2g,$$

with the upper sign for the lower polariton. Using $T$ instead of $V$ includes virtual dark pairs, which also contribute at order $1/N$. For both anharmonicities the lower shift is

$$N\delta E=\frac{-100}{4}\left[\frac{0.96^2(-100)}{-84}-1\right]=-2.43\ \mathrm{cm}^{-1}=-1.11\times10^{-5}\ \text{hartree}.$$

The upper shift is $-5.14\ \mathrm{cm}^{-1}$, or $-2.34\times10^{-5}$ hartree. Diagonalization in the local basis, extrapolated to large $N$, agrees within $0.002\ \mathrm{cm}^{-1}$.

The lower shift vanishes at this order when $(1+\eta)^2=1-\Delta/(2g)$:

$$\eta=\sqrt{1-\frac{\Delta}{2g}}-1=-0.0835,$$

provided $2g>\Delta$. Without loss only $(1+\eta)^2$ enters, so the other root, with $1+\eta<0$, gives the same shifts; the root near the harmonic value is the one taken here. The upper shift is then $-6.90\ \mathrm{cm}^{-1}/N$. A missing lower-polariton shift therefore does not establish that the molecules are harmonic. With loss the response need not vanish at this $\eta$, as the term $i\eta\gamma$ shows.

## Conditions for use

The anharmonic formulas assume an initially empty system, weak driving and identical molecules. Thermal population opens transitions above the second level; disorder mixes bright and dark states; frequency noise invalidates the factorized source. Such noise cannot be absorbed into $\gamma$. White noise of rate 3 with loss $\gamma=4\ \mathrm{cm}^{-1}$ gives the same linear spectrum as $\gamma=7\ \mathrm{cm}^{-1}$, yet for $N=4$ and all fields at $1950\ \mathrm{cm}^{-1}$ it gives $N|\chi|=5.9\times10^{-3}$ instead of $2.3\times10^{-3}\ \mathrm{cm}^3$. The formulas therefore apply only where the molecular linewidth is due to energy loss. Direct molecular driving adds further signals and, if $\eta\ne0$, makes the driving operator itself nonlinear. When $g$ is not small compared with $\omega_v$, the rotating-wave model must be replaced. The numerical output below gives further values and digits.

## Table of computed values

```
INPUT
vibration = cavity frequency: 2000.0 cm^-1
collective coupling g: 50.0 cm^-1
mechanical anharmonicity delta: 16.0 cm^-1
cavity loss rate kappa: 12.0 cm^-1
molecular loss rate gamma: 4.0 cm^-1
electrical anharmonicity eta: -0.040
cubic dipole ratio c3/c1 giving this eta: -0.01282
NESTED COMMUTATOR, largest element, N=1, up to 4 quanta
harmonic below 1e-9: True
mechanical only: 4.253, electrical only: 0.654
REPHASING PATHWAYS, N=3, no loss
delays t1, t2, t3: 0.3, 0.5, 0.4 ps
harmonic: GSB 0.7704, SE -0.1831
  ESA 0.5873+0.0000i, |sum| 0.0000
anharmonic: GSB 0.7704, SE -0.1831
  ESA 0.6218+0.0483i, |sum| 0.0594
WITH LOSS, same delays, |response|
harmonic, all orderings below 1e-9: True
harmonic, refilling left out, rephasing: 0.3098
anharmonic, rephasing: 0.0120
anharmonic, non-rephasing: 0.0144
anharmonic, two-quantum: 0.0399
SCATTERING FORMULA against Liouville space, N=1,2,3
relative deviation below 1e-8: True
N*|chi|, all fields at the lower polariton
N=1: 4.4354e-03 cm^3
N=10: 4.7210e-03 cm^3
N=100: 4.7330e-03 cm^3
large-N limit: 4.7341e-03 cm^3
KERNEL F in cm^-1 (mechanical | electrical | both)
2 lower polaritons, E = 3900 cm^-1:
  -19.041-0.145i | 7.840-0.160i | -9.709-0.264i
overtone 2wv-delta, E = 3984 cm^-1:
  -16.000-64.000i | 1.254-0.160i | -14.106-59.142i
2wv, E = 4000 cm^-1:
  -0.941-3.765i | -0.000-0.160i | -0.904-3.774i
2 upper polaritons, E = 4100 cm^-1:
  -13.796-0.076i | -7.840-0.160i | -20.555-0.251i
N * SHIFT of doubly excited polariton, no loss (lower, upper)
mechanical: formula -4.762, -3.448 cm^-1
  diagonalized -4.761, -3.448 cm^-1
electrical: formula 1.960, -1.960 cm^-1
  diagonalized 1.960, -1.960 cm^-1
both: formula -2.429, -5.138 cm^-1
  diagonalized -2.428, -5.138 cm^-1
  formula -1.107e-05, -2.341e-05 hartree
hiding eta: formula 0.000, -6.897 cm^-1
  diagonalized -0.000, -6.896 cm^-1
eta hiding the lower-polariton shift: -0.0835
```
